# Spin-wave stiffness from exchange stiffness and magnetization

**Setting.** A ferromagnet has saturation magnetization \(M\) and unit magnetization vector \(\mathbf m(\mathbf r,t)\). Its exchange energy is

\[
U=\int A\sum_{i=x,y,z}|\partial_i\mathbf m|^2\,d^3r ,
\]

with no further factor \(1/2\); this fixes the meaning of the exchange stiffness \(A\). The spin-wave stiffness \(D\) is defined by the energy of one long-wavelength magnon, \(E=Dk^2\), again without a factor \(1/2\). The data are \(A=15\) pJ/m, \(M=10^6\) A/m and \(g=2\). Exchange is isotropic, and \(A\) and \(M\) refer to the same temperature. Applied field, anisotropy, dipolar fields and damping are absent until a part brings them in.

The algebra uses atomic units, \(\hbar=e=m_e=1\), so the Bohr magneton is \(\mu_B=1/2\). Numbers are worked in eV and Å.

## Part (a)

**Question.** Derive the equation of motion of \(\mathbf m\) from \(U\).

**Answer.** Vary \(\mathbf m\) by \(\delta\mathbf m\). The integrand is quadratic, which gives a factor 2. Integrating by parts with periodic boundaries then gives a minus sign:

\[
\delta U=2A\int\sum_i\partial_i\mathbf m\cdot\partial_i\delta\mathbf m\,d^3r
=-2A\int\nabla^2\mathbf m\cdot\delta\mathbf m\,d^3r .
\]

Hence \(\delta U/\delta\mathbf m=-2A\nabla^2\mathbf m\). A field \(\mathbf B\) would contribute the energy density \(-M\mathbf m\cdot\mathbf B\), so exchange acts as an effective field

\[
\mathbf B_{\rm eff}=-\frac1M\frac{\delta U}{\delta\mathbf m}.
\]

The electron's moment is opposite to its spin. The angular momentum density is therefore \(-s\,\mathbf m\), where \(M=g\mu_B s=gs/2\), or

\[
s=\frac{2M}{g}.
\]

The rate of change of angular momentum equals the torque \(M\mathbf m\times\mathbf B_{\rm eff}\):

\[
-s\,\partial_t\mathbf m=-\mathbf m\times\frac{\delta U}{\delta\mathbf m}
\quad\Rightarrow\quad
s\,\partial_t\mathbf m=-2A\,\mathbf m\times\nabla^2\mathbf m .
\]

The part of \(\mathbf B_{\rm eff}\) along \(\mathbf m\) exerts no torque, so the fixed length of \(\mathbf m\) needs no separate treatment.

## Part (b)

**Question.** Show that a cone of constant angle \(\theta\) can travel as a wave. Find its frequency and deduce \(D\).

**Answer.** Try

\[
\mathbf m=\mathbf m_\perp+\hat{\mathbf z}\cos\theta,\qquad
\mathbf m_\perp=\sin\theta\,(\cos\varphi,\sin\varphi,0),\qquad \varphi=kx+\omega t .
\]

Two space derivatives give \(\nabla^2\mathbf m=-k^2\mathbf m_\perp\), and one time derivative gives \(\partial_t\mathbf m=\omega\,\hat{\mathbf z}\times\mathbf m_\perp\). Since \(\mathbf m_\perp\times\mathbf m_\perp=0\),

\[
s\,\omega\,\hat{\mathbf z}\times\mathbf m_\perp
=2Ak^2\,\mathbf m\times\mathbf m_\perp
=2Ak^2\cos\theta\;\hat{\mathbf z}\times\mathbf m_\perp .
\]

The trial form therefore solves the full nonlinear equation, with

\[
\omega=\frac{2A}{s}\,k^2\cos\theta .
\]

For small \(\theta\) the motion is harmonic, and its quantum has energy \(E=\omega\). Thus

\[
D=\frac{2A}{s}=\frac{gA}{M}.
\]

An energy count gives the same factor. The cone costs \(Ak^2\sin^2\theta\approx Ak^2\theta^2\) per volume and lowers the spin by \(s(1-\cos\theta)\approx s\theta^2/2\) per volume. The energy per unit of lowered spin is \(2Ak^2/s\), and one magnon lowers the spin by one unit.

To leave atomic units, put back \(1=2\mu_B\):

\[
D=\frac{2g\mu_BA}{M}.
\]

The equation of motion was also integrated numerically for a 10 nm wave on 48 cells. The rate divided by \(Dk^2\) was 0.99837 at \(\theta=0.02\) rad and 0.87633 at 0.50 rad, where \(\cos\theta=0.87758\). Both rates lie about 0.14% below \(\cos\theta\). The cell grid accounts for this: a second difference with step \(\Delta\) replaces \(k^2\) by \((2-2\cos k\Delta)/\Delta^2\approx k^2[1-(k\Delta)^2/12]\), and here \(k\Delta=2\pi/48\).

## Part (c)

**Question.** Evaluate \(D\), and then the exchange energy and frequency of a spin wave of wavelength 10 nm.

**Answer.** With \(1\,\text{eV}=1.6022\times10^{-19}\) J and \(1\,\text{m}=10^{10}\) Å,

\[
A=\frac{15\times10^{-12}}{1.6022\times10^{-19}\times10^{10}}\ \text{eV/Å}=0.009362\ \text{eV/Å}.
\]

With \(\mu_B=9.274\times10^{-24}\) A m² and \(1\,\text{m}^3=10^{30}\) Å³,

\[
\frac{M}{\mu_B}=\frac{10^6}{9.274\times10^{-24}\times10^{30}}\ \text{Å}^{-3}=0.10783\ \text{Å}^{-3}.
\]

Therefore

\[
D=\frac{2\times2\times0.009362}{0.10783}\ \text{eV Å}^2=0.347\ \text{eV Å}^2=347\ \text{meV Å}^2 .
\]

To two figures this is 350 meV Å². Omitting the factor 2 would give 174 meV Å².

The atomic-unit form is a second route. There \(A=1.8207\times10^{-4}\) and \(M=7.9892\times10^{-3}\), so \(D=2A/M=0.04558\) hartree bohr², which converts to the same value.

For 10 nm, \(k=2\pi/(100\ \text{Å})=0.06283\) Å⁻¹, and

\[
E=347.3\times(0.06283)^2\ \text{meV}=1.37\ \text{meV},
\]

a frequency of 0.33 THz.

## Part (d)

**Question.** Spins of length \(S\) on a simple cubic lattice of spacing \(a\) have \(H=-J\sum\mathbf S_i\cdot\mathbf S_j\), with \(J>0\) and each nearest-neighbour pair counted once. Find \(A\) from a static twist and \(D\) from one flipped spin. Do they obey part (b)?

**Answer.** Treat the spins as classical vectors turning in a plane by \(ka\) per step along \(x\). Each \(x\) bond costs \(JS^2(1-\cos ka)\), and there is one such bond per volume \(a^3\). For small \(ka\) the energy density is \(JS^2k^2/(2a)\). The continuum expression for the same twist is \(Ak^2\), so

\[
A=\frac{JS^2}{2a},\qquad s=\frac{S}{a^3},\qquad \frac{2A}{s}=JSa^2 .
\]

For the quantum excitation, start from all spins up and lower one by a unit. On each of its six bonds \(S^z_iS^z_j\) falls from \(S^2\) to \(S(S-1)\), which costs \(JS\). The term \(\tfrac12(S_i^+S_j^-+S_i^-S_j^+)\) moves the flip to a neighbour. Each ladder operator contributes \(\sqrt{2S}\), so the amplitude in \(H\) is \(-J\cdot\tfrac12\cdot2S=-JS\). A plane wave of flips has energy

\[
E=6JS-2JS\sum_i\cos k_ia=2JS\sum_i(1-\cos k_ia).
\]

Along a cubic axis,

\[
E=2JS(1-\cos ka)=JSa^2k^2\left[1-\frac{(ka)^2}{12}+\dots\right],
\]

so \(D=JSa^2=2A/s\), as required. A static energy and a quantum excitation energy give the same stiffness.

Diagonalizing a spin-1 ring of 40 sites, in the one-flip sector, gave a ratio of 1.000000000 between the lowest nonzero excitation energy and the value predicted from the static twist at the same \(k\).

With \(a=2.5\) Å the lattice lowers the energy of the 10 nm wave by 0.2% relative to \(Dk^2\). In the opposite limit, \(ka=\pi\), the true energy is \(4JS\) while the parabola gives \(\pi^2JS\), about 2.5 times the true value. The stiffness describes long waves.

## Part (e)

**Question.** Add the dipolar field for a bulk wave travelling along \(x\), with the equilibrium magnetization along \(z\). At what wavelengths does \(Dk^2\) alone suffice?

**Answer.** All fields vary along \(x\) only. Then \(\nabla\cdot\mathbf B=0\) makes \(B_x=\mu_0(H_x+Mm_x)\) uniform, and its wave part is zero, so \(H_x=-Mm_x\). Neglecting retardation and eddy currents, \(\nabla\times\mathbf H=0\) leaves no wave part in \(H_y\) or \(H_z\). The uniform static field along \(z\) depends on the sample's shape and is taken as zero, as in a long needle magnetized along its axis. Otherwise the internal field energy \(g\mu_B\mu_0H_z\) adds to \(Dk^2\) wherever it appears below. The added energy density is \(\tfrac12\mu_0M^2m_x^2\). To first order in \(m_x,m_y\) the equation of motion becomes

\[
s\,\dot m_x=-2Ak^2m_y,\qquad s\,\dot m_y=(2Ak^2+\mu_0M^2)\,m_x .
\]

Differentiate the first equation and insert the second:

\[
\ddot m_x=-Dk^2(Dk^2+\varepsilon_M)\,m_x,\qquad
\varepsilon_M=\frac{\mu_0M^2}{s}=g\mu_B\mu_0M .
\]

Hence

\[
E=\sqrt{Dk^2\,(Dk^2+\varepsilon_M)} .
\]

Here \(\varepsilon_M=0.1455\) meV, which equals \(Dk^2\) at a wavelength of 31 nm. For this direction of travel, \(Dk^2\) alone therefore suffices only at wavelengths well below 31 nm. With \(A\), \(M\) and \(g\) held fixed:

| Wavelength (nm) | \(Dk^2\) (meV) | \(E\) (meV) | Change relative to \(Dk^2\) |
|---|---|---|---|
| 10 | 1.371 | 1.442 | 5% |
| 30 | 0.152 | 0.213 | 40% |
| 100 | 0.014 | 0.047 | 241% |

For short waves \(E\approx Dk^2+\varepsilon_M/2\): the dipolar field adds an offset, and the slope of \(E\) against \(k^2\) still gives \(D\). For long waves \(E\approx k\sqrt{D\varepsilon_M}\), which is linear in \(k\). Reading \(D\) as \(E/k^2\) from this 100 nm wave would overestimate it more than threefold. If instead the bulk wave travels along \(z\), the transverse components produce no divergence of the magnetization, and this correction vanishes.

## Part (f)

**Question.** Estimate the effects of temperature, damping and a changed \(g\), and relate the result to real films.

**Answer.** *Temperature.* Let \(T\) denote the thermal energy. Expanding the Bose factor in a geometric series leaves Gaussian integrals:

\[
n=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{e^{Dk^2/T}-1}
=\sum_{p=1}^{\infty}\left(\frac{T}{4\pi pD}\right)^{3/2}
=\zeta(3/2)\left(\frac{T}{4\pi D}\right)^{3/2}.
\]

At 300 K, \(T=25.85\) meV and \(n=1.19\times10^{-3}\) Å⁻³. Each magnon removes one unit of spin, and \(s=0.0539\) Å⁻³, so \(M\) falls by \(n/s\approx2\%\) from its zero-temperature value. Combining a cold \(M\) with a room-temperature \(A\) would thus make \(D\) about 2% too small. This estimate assumes free magnons with a gapless parabolic law in a three-dimensional bulk medium; it does not give the temperature dependence of \(A\) or \(D\). A film a few nanometres thick loses more. There the gapless integral diverges logarithmically at small \(k\), and the loss depends on the thickness and on the gap set by anisotropy or field.

*Damping.* Divide the equation of motion by \(s\) and add \(\alpha\,\mathbf m\times\partial_t\mathbf m\) to its right-hand side. For small amplitude, \(\psi=m_x+im_y\) obeys \(\dot\psi=iE\psi+i\alpha\dot\psi\), so \(\psi\propto e^{\lambda t}\) with

\[
\lambda=\frac{iE}{1-i\alpha}=\frac{-\alpha E+iE}{1+\alpha^2}.
\]

For \(\alpha=0.01\) the frequency falls by 0.01%. The amplitude lifetime, with \(\hbar\) restored, is \((1+\alpha^2)\hbar/(\alpha E)=48\) ps for the 10 nm wave with exchange alone. Damping limits how long the wave lasts and hardly moves \(D\).

*The g-factor.* At fixed \(A\) and \(M\), \(D\) is proportional to \(g\). Taking \(g=2.1\) raises it by 5%, to 365 meV Å².

*Real films.* The data are round values of the order met in soft metallic films such as cobalt-iron-boron; a given film needs its own measured \(M\) and \(A\). At fixed \(M\) and \(g\), letting \(A\) range from 10 to 20 pJ/m moves \(D\) between about 230 and 460 meV Å², far more than the corrections to \(D\) estimated in this part. The damping of 0.01 is a round value, and the lifetime scales nearly as \(1/\alpha\). Real films also break the assumption of a bulk medium without anisotropy or applied field. Their surfaces change the dipolar field, so the 241% shift at 100 nm should not be carried over to a thin film, where it can be larger. Nor does the correction vanish for travel along an in-plane magnetization, because the component of \(\mathbf m\) normal to the film puts magnetic charge on the surfaces. At such wavelengths the dipolar energy has to be worked out for the film's own geometry and direction of travel.

## Computed values

```
Input exchange stiffness A: 15.0 pJ/m
Input magnetization M: 1.00e+06 A/m
Input g-factor: 2.0
A converted: 0.009362 eV/angstrom
M converted: 0.107828 mu_B/angstrom^3
Spin density s: 0.053914 hbar/angstrom^3
A in atomic units: 1.820670e-04 hartree/bohr
M in atomic units: 7.989247e-03 e hbar/(m_e bohr^3)
D in atomic units: 0.045578 hartree bohr^2
D: 0.34730 eV angstrom^2
D: 347.30 meV angstrom^2
D relative to 350 meV angstrom^2: -0.77 %
D if the factor 2 is dropped: 173.65 meV angstrom^2
Example wavelength: 10.0 nm
Wave number k: 0.062832 1/angstrom
Exchange energy D k^2: 1.3711 meV
Exchange frequency: 0.3315 THz
Integrated rate/(D k^2), cone 0.02 rad: 0.99837
Integrated rate/(D k^2), cone 0.50 rad: 0.87633
cos(0.50 rad): 0.87758
Quantum energy / static-twist prediction: 1.000000000
Lattice spacing: 2.5 angstrom; ring sites: 40
Lattice change of energy: -0.205 %
Dipolar energy scale: 0.1455 meV
Wavelength where D k^2 equals it: 30.70 nm
10 nm: exchange 1.3711 meV, with dipole 1.4420 meV, change 5.2 %
30 nm: exchange 0.1523 meV, with dipole 0.2130 meV, change 39.8 %
100 nm: exchange 0.0137 meV, with dipole 0.0467 meV, change 240.7 %
Temperature: 300 K; kT: 25.85 meV
Thermal magnon density: 1.1910e-03 1/angstrom^3
Thermal loss of M: 2.21 %
Damping alpha: 0.010
Damping change of frequency: -0.0100 %
Amplitude lifetime at 10 nm: 48.01 ps
D for g = 2.1: 364.67 meV angstrom^2
```
